# Closed S-Wave Reduced Coulomb Green Function for the 1S State

## 1. Definitions and conventions

An electron moves in the field of a fixed point charge $Z$. It is treated nonrelativistically, as the leading approximation to the Dirac-Coulomb problem at small $Z\alpha$, where $\alpha$ is the fine-structure constant. Rydberg atomic units are used: lengths are in Bohr radii $a_0$ and energies in rydbergs. The kinetic energy is then $-\nabla^2$ and the Coulomb potential is $-2Z/r$. For an S state with radial function $R(r)$ we set $u=rR$, so that

$$H=-\frac{d^2}{dr^2}-\frac{2Z}{r},\qquad u(0)=0,\qquad \int_0^\infty u^2\,dr=1. \tag{1}$$

The reference state is 1S:

$$u_1(r)=2Z^{3/2}\,r\,e^{-Zr},\qquad E_1=-Z^2. \tag{2}$$

The reduced Green function is the sum over all other S states,

$$G'(r,r')=\sum_{n\neq1}\frac{u_n(r)\,u_n(r')}{E_n-E_1}, \tag{3}$$

where the sum includes an integral over the continuum. The sign is that of $(H-E)^{-1}$. With this sign, a weak spherical perturbation $V(r)$ gives

$$\delta u(r)=-\int_0^\infty G'(r,r')V(r')u_1(r')\,dr',\qquad E^{(2)}=\int_0^\infty u_1V\,\delta u\,dr. \tag{4}$$

A nonspherical perturbation also couples 1S to states with $l>0$, and these need their own radial functions.

Apply $H-E_1$ to (3). Each denominator cancels, and completeness of the S states supplies the sum:

$$(H-E_1)\,G'(r,r')=\delta(r-r')-u_1(r)u_1(r'). \tag{5}$$

The last term is the missing $n=1$ contribution. Equation (5) has one solution that vanishes at $r=0$, decays at infinity and is orthogonal to $u_1$. Indeed, the difference of two such solutions obeys the homogeneous equation with the boundary conditions of a bound state, so it is a multiple of $u_1(r)$, and orthogonality makes that multiple zero.

## 2. Removing the charge

Let $\rho=Zr$, $\rho'=Zr'$ and

$$L=-\frac{d^2}{d\rho^2}-\frac2\rho+1,\qquad f(\rho)=\rho e^{-\rho}. \tag{6}$$

Then $H-E_1=Z^2L$, $\delta(r-r')=Z\,\delta(\rho-\rho')$ and $u_1(r)u_1(r')=4Zf(\rho)f(\rho')$. Dividing (5) by $Z$ shows that

$$G'=\frac{\Gamma(\rho,\rho')}{Z},\qquad L\Gamma=\delta(\rho-\rho')-4f(\rho)f(\rho'). \tag{7}$$

The factor 4 is the inverse of $\int_0^\infty f^2d\rho=1/4$.

## 3. The two homogeneous solutions

Since $f''=(\rho-2)e^{-\rho}$, we have $Lf=(2-\rho-2+\rho)e^{-\rho}=0$. For any product $fk$, the terms proportional to $k$ cancel because $Lf=0$, which leaves

$$L(fk)=-(fk''+2f'k')=-\frac{(f^2k')'}{f}. \tag{8}$$

A second homogeneous solution $h=fk$ therefore follows from $f^2k'=1$, or $k'=e^{2\rho}/\rho^2$. To integrate this, note that

$$\frac{d}{d\rho}\left(-\frac{e^{2\rho}}{\rho}\right)=\frac{e^{2\rho}}{\rho^2}-\frac{2e^{2\rho}}{\rho},\qquad \frac{d}{d\rho}\,\mathrm{Ei}(2\rho)=\frac{e^{2\rho}}{\rho}.$$

Adding twice the second relation to the first gives

$$k=-\frac{e^{2\rho}}{\rho}+2\,\mathrm{Ei}(2\rho),\qquad h=-e^\rho+2\rho e^{-\rho}\,\mathrm{Ei}(2\rho), \tag{9}$$

and the Wronskian is $fh'-f'h=f^2k'=1$. For positive argument the exponential integral has the forms

$$\mathrm{Ei}(x)=\gamma+\ln x+\sum_{j=1}^{\infty}\frac{x^j}{j\,j!},\qquad \mathrm{Ei}(x)\simeq\frac{e^x}{x}\left(1+\frac1x+\dots\right)\quad(x\to\infty), \tag{10}$$

where $\gamma$ is Euler's constant. Hence $h(0)=-1$, while $h\simeq e^\rho/(2\rho)$ at large $\rho$. The second solution violates both boundary conditions.

## 4. The response to the projector

An ordinary Green function would be a product of a solution regular at the origin and one that decays. At $E=E_1$ these are the same function $f$, so that construction fails. The projector in (7) repairs it. We need a function $w=fv$ that vanishes at the origin and obeys $Lw=f$. By (8),

$$(f^2v')'=-f^2. \tag{11}$$

The integral from the origin is

$$F(\rho)=\int_0^\rho t^2e^{-2t}dt=\frac14-e^{-2\rho}\left(\frac{\rho^2}{2}+\frac\rho2+\frac14\right), \tag{12}$$

as differentiation confirms. Thus $f^2v'=-F+c$. A nonzero $c$ would give $v'\simeq c/\rho^2$ and $w(0)=-c$, so $c=0$. Dividing by $f^2=\rho^2e^{-2\rho}$ and using $k'=e^{2\rho}/\rho^2$,

$$v'=-\frac{F}{f^2}=-\frac{k'}4+\frac12+\frac1{2\rho}+\frac1{4\rho^2}, \tag{13}$$

$$v=-\frac k4+\frac\rho2+\frac{\ln\rho}2-\frac1{4\rho},\qquad w=-\frac h4+f\left(\frac\rho2+\frac{\ln\rho}2-\frac1{4\rho}\right). \tag{14}$$

The integration constant in $v$ would add a multiple of $f$ to $w$; it is left out here and enters below as $C$. At the origin $-h/4\to1/4$ and $-f/(4\rho)\to-1/4$, so $w(0)=0$. The logarithms in $v$ cancel too: $-k/4$ contains $-\tfrac12\ln(2\rho)$, which meets $+\tfrac12\ln\rho$.

## 5. Assembling the closed form

Let $\rho_<$ and $\rho_>$ be the smaller and larger radius. Take

$$\Gamma=-f(\rho_<)h(\rho_>)-4f(\rho)w(\rho')-4w(\rho)f(\rho')+Cf(\rho)f(\rho'). \tag{15}$$

Away from $\rho=\rho'$, $L$ annihilates every term except the third, which gives $-4f(\rho)f(\rho')$ as required. As $\rho$ increases through $\rho'$, the slope of the first term changes by $-(fh'-f'h)=-1$. The operator $-d^2/d\rho^2$ turns this jump into $+\delta(\rho-\rho')$. The expression is symmetric and vanishes at the origin.

It remains to check the behavior at infinity. By (14), the terms of (15) with $h$ or $w$ at the larger radius combine into

$$-h(\rho_>)-4w(\rho_>)=f(\rho_>)\,a(\rho_>),\qquad a(\rho)=-k-4v=-2\rho-2\ln\rho+\frac1\rho. \tag{16}$$

The growing function $h$ has dropped out, and the result decays. At the smaller radius, (14) gives

$$-4w(\rho_<)=f(\rho_<)\left[k(\rho_<)-2\rho_<-2\ln\rho_<+\frac1{\rho_<}\right]. \tag{17}$$

Insert (16), (17) and $k$ from (9) into (15):

$$\Gamma=f(\rho)f(\rho')\left[C-2(\rho+\rho')-2\ln(\rho\rho')+\frac1{\rho_>}+\frac{1-e^{2\rho_<}}{\rho_<}+2\,\mathrm{Ei}(2\rho_<)\right]. \tag{18}$$

Now set $x=2\rho=2Zr$ and $y=2\rho'=2Zr'$. Then $ff'=\tfrac14xy\,e^{-(x+y)/2}$, where $f'$ here stands for $f(\rho')$, and $-2\ln(\rho\rho')=-2\ln(xy)+4\ln2$. With $D=C+4\ln2$,

$$G'(r,r')=\frac{xy}{4Z}e^{-(x+y)/2}B=\frac{u_1(r)u_1(r')}{4Z^2}B, \tag{19}$$

$$B=D-x-y-2\ln(xy)+\frac2{x_>}+\frac{2(1-e^{x_<})}{x_<}+2\,\mathrm{Ei}(x_<). \tag{20}$$

## 6. Orthogonality and the constant

The differential equation does not determine $D$, since a multiple of $u_1(r)u_1(r')$ can be added freely. Consider the overlap $J(\rho)=\int_0^\infty f(\rho')\Gamma(\rho,\rho')\,d\rho'$, split at $\rho'=\rho$. From (15) and (16), divided by $f(\rho)$,

$$\frac Jf=[C+a(\rho)]F(\rho)-4\int_0^\rho f w\,d\rho'+\int_\rho^\infty f^2(C+a)\,d\rho'-4v(\rho)\left[\frac14-F(\rho)\right]. \tag{21}$$

Here $\int_\rho^\infty f^2d\rho'=1/4-F$. Differentiate, using $F'=f^2$ and $w=fv$. The terms $\pm(C+a)f^2$ cancel, and so do $-4f^2v$ and $+4vf^2$. What remains is

$$\frac{d}{d\rho}\frac Jf=a'F-v'+4v'F. \tag{22}$$

But (16) gives $a'=-k'-4v'=-1/f^2-4v'$. The right side becomes $-F/f^2-v'$, which is zero by (13). Therefore $J/f$ is the same at every radius, and one condition suffices to make the overlap vanish everywhere.

The origin is the simplest place to impose it. As $x\to0$, (10) gives $2\,\mathrm{Ei}(x)-2\ln x\to2\gamma$, while $2(1-e^x)/x\to-2$. Hence, for fixed $y$,

$$B\to D-2+2\gamma-y-2\ln y+\frac2y. \tag{23}$$

The region $r'<r$ contributes nothing in this limit: its integrand is at most of order $r'^2/r$, apart from logarithms, and its length is $r$. Since $u_1(r')^2dr'=\tfrac12y^2e^{-y}dy$, (19) turns the overlap into

$$\frac{1}{u_1(r)}\int_0^\infty u_1(r')G'(r,r')\,dr'=\frac1{8Z^2}\int_0^\infty y^2e^{-y}\left[D-2+2\gamma-y-2\ln y+\frac2y\right]dy. \tag{24}$$

The logarithmic integral is the derivative of the gamma function at 3. Differentiating $\Gamma(s+1)=s\Gamma(s)$ gives $\Gamma'(s+1)=\Gamma(s)+s\Gamma'(s)$. From $\Gamma'(1)=-\gamma$ we obtain $\Gamma'(2)=1-\gamma$ and $\Gamma'(3)=3-2\gamma$. The integral in (24) is therefore

$$2(D-2+2\gamma)-6-2(3-2\gamma)+2=2D-14+8\gamma. \tag{25}$$

It vanishes for $D=7-4\gamma$. The complete bracket is

$$\boxed{B=7-4\gamma-x-y-2\ln(xy)+\frac2{x_>}+\frac{2(1-e^{x_<})}{x_<}+2\,\mathrm{Ei}(x_<)} \tag{26}$$

and, with (19), $\int_0^\infty u_1(r')G'(r,r')\,dr'=0$ for all $r$.

## 7. Limits

**Both points far out.** Let $x$ and $y$ grow with $r-r'$ fixed. The expansion (10) leaves $2\,\mathrm{Ei}(x_<)-2e^{x_<}/x_<\simeq2e^{x_<}/x_<^2$, which dominates the other terms of $B$. Then

$$G'\simeq\frac{1}{2Z}e^{-Z|r-r'|}. \tag{27}$$

This is the one-dimensional free Green function at energy $-Z^2$: the Coulomb potential has become weak. If instead one point stays fixed while the other recedes, $B\simeq-x_>$. The function is then negative and falls as $r_>^2e^{-Zr_>}$, one power of $r_>$ more slowly than $u_1$. This limit sets in only when $x_>$ exceeds the positive term of order $2e^{x_<}/x_<^2$. For $Z=1$ and a fixed point at $1\,a_0$ it already holds at $20\,a_0$, but for a fixed point at $5\,a_0$ the function is still positive at $200\,a_0$ and negative at $400\,a_0$. This tail comes from the projector.

**One point at the nucleus.** The S-wave part of the three-dimensional Green function is $G'/(4\pi rr')$, where $1/4\pi$ comes from the two angular functions. By (19), $xy/(4Zrr')=Z$, and (23) gives

$$K(r)=\lim_{r'\to0}\frac{G'(r,r')}{4\pi rr'}=\frac{Z}{4\pi}e^{-x/2}\left[5-2\gamma-x-2\ln x+\frac2x\right]. \tag{28}$$

This function describes the response to a contact perturbation proportional to $\delta^3(\mathbf r)$, the form that many short-range corrections in bound-state QED take at leading order. For small $r$, the product $e^{-x/2}(2/x)$ contributes $2/x-1$, so

$$K(r)\simeq\frac1{4\pi r}+\frac Z{4\pi}\left[4-2\gamma-2\ln(2Zr)\right]. \tag{29}$$

The first term is the free Green function of $-\nabla^2$. The logarithm is due to the nuclear attraction. If two contact operators are used in second order, $K$ is needed at $r=0$, where both terms diverge. The expression must then be regularized and joined to the correct short-distance physics. The closed form itself assumes a point nucleus and nonrelativistic motion, so it cannot be trusted at distances comparable with the nuclear size or the electron Compton wavelength.

## 8. A perturbation with a known answer

Change the nuclear charge by $\delta Z$, so that $V=-2\delta Z/r$. The perturbed state is known, and (4) must reproduce its derivative:

$$\frac{\delta u}{\delta Z}=\frac{\partial u_1}{\partial Z}=\left(\frac3{2Z}-r\right)u_1. \tag{30}$$

This function is orthogonal to $u_1$ because $\langle r\rangle=3/(2Z)$. At $Z=1$, where $\langle1/r\rangle=1$, the second-order energy for $\delta Z=1$ is

$$E^{(2)}=\int_0^\infty\left(-\frac2r\right)\left(\frac32-r\right)u_1^2\,dr=-3+2=-1\ \text{Ry}. \tag{31}$$

It agrees with the quadratic term of $-(Z+\delta Z)^2$. Integrating the closed form (26) over both radii also gives $-1.00000000$ Ry. This integral samples the function at all pairs of radii and depends on the constant: a shift of $D$ by $\epsilon$ would change the result by $-\epsilon$ Ry, because $\langle V\rangle^2/4=1$. Being a single number, it does not test the function point by point.

## 9. Numerical values for $Z=1$

Take $r=1\,a_0$ and $r'=2\,a_0$, so that $x=x_<=2$ and $y=x_>=4$. In the order of (26), the terms give

$$B=4.691137-6-4.158883+0.5-6.389056+9.908469=-1.448333. \tag{32}$$

The prefactor $\tfrac14xy\,e^{-(x+y)/2}$ is $0.099574$, hence

$$G'(1,2)=0.099574\times(-1.448333)=-0.144217\ \text{Ry}^{-1}a_0^{-1}, \tag{33}$$

or $-0.020031\ \text{eV}^{-1}\text{Å}^{-1}$. A negative value is possible although every denominator in (3) is positive, because the products $u_n(r)u_n(r')$ can have either sign when $r\neq r'$.

The same number follows from the full resolvent $G(E)$ of $H$. Near the 1S pole it has the form

$$G(r,r';E)=\frac{u_1(r)u_1(r')}{E_1-E}+G'(r,r')+O(E-E_1). \tag{34}$$

The mean of its values at $E_1+d$ and $E_1-d$ removes both the pole and the linear term. With the resolvent written in Whittaker functions, this gives $-0.14421652\ \text{Ry}^{-1}a_0^{-1}$, the same as the closed form to all eight printed decimals. A sum over states from diagonalization in 30 Laguerre functions tests definition (3) itself: its matrix element between the functions $re^{-0.7r}$ and $r^2e^{-1.5r}$, $0.00328609$ in Rydberg atomic units, agrees with the double integral of (26).

For the overlap with $u_1$ at $r=1\,a_0$, the region $r'<r$ contributes $+0.11283868$ and the region $r'>r$ contributes $-0.11283868$, in $\text{Ry}^{-1}a_0^{-1/2}$. Orthogonality is thus a cancellation between two finite parts; the integrand does not vanish. In the six cases computed, with three radii and two charges, the total overlap is at most $1.7\times10^{-16}$ in the same unit, which is at the level of rounding.

## 10. Density at the nucleus under a screened perturbation

Let $Z=1$ and $V=2\lambda e^{-\mu r}/r$, repulsive for $\lambda>0$. The density at the nucleus sets the size of contact corrections, so its change is a cross term between $V$ and a contact operator. To first order its relative change is $2\,\delta\psi(0)/\psi(0)$. With (28) and $\psi(r)/\psi(0)=e^{-r}$,

$$\frac{\delta|\psi(0)|^2}{|\psi(0)|^2}=-2\int_0^\infty4\pi r^2K(r)V(r)e^{-r}dr
=-4\lambda\int_0^\infty re^{-sr}\left[5-2\gamma-2r-2\ln(2r)+\frac1r\right]dr, \tag{35}$$

where $s=2+\mu$. The integrals of $re^{-sr}$, $r^2e^{-sr}$ and $e^{-sr}$ are $1/s^2$, $2/s^3$ and $1/s$. Substituting $t=sr$ and using $\Gamma'(2)=1-\gamma$ gives $\int_0^\infty r\ln r\,e^{-sr}dr=(1-\gamma-\ln s)/s^2$. Euler's constant cancels, and

$$\frac{\delta|\psi(0)|^2}{|\psi(0)|^2}=-4\lambda\left[\frac{3+2\ln(s/2)}{s^2}-\frac4{s^3}+\frac1s\right]. \tag{36}$$

For $\mu=0$ the bracket is $3/4-1/2+1/2=3/4$, and the change is $-3\lambda$. This is correct, since $V$ then lowers the charge to $1-\lambda$ and the density scales as the cube of the charge. For large $\mu$ the leading change is $-4\lambda/\mu$. The integrated strength of $V$ is $g=\int V\,d^3r=8\pi\lambda/\mu^2$, so the change equals $-g\mu/(2\pi)$. At fixed $g$ this first-order value grows without bound as the range shrinks, which is the $1/r$ divergence of (29) seen through a finite-range potential.

For $\mu=2\,a_0^{-1}$, $s=4$ and the change per unit $\lambda$ is

$$-4\left[\frac{3+2\ln2}{16}-\frac1{16}+\frac14\right]=-\frac{3+\ln2}{2}=-1.846574. \tag{37}$$

At $\lambda=0.01$ this predicts $-1.84657$ percent, while direct diagonalization with $V$ included gives $-1.83017$ percent. The difference, $0.016404$ percent of the unperturbed density, falls to $0.004112$ percent when $\lambda$ is halved. The ratio $3.990$ is close to 4, as expected for a remainder that is mainly quadratic in $\lambda$. The numerical output lists these values with their units.

## Computed results

```
Example: Z = 1, r = 1.0 a0, r' = 2.0 a0
x = 2.0, y = 4.0 (dimensionless)
Euler constant gamma = 0.577216
constant 7 - 4 gamma = 4.691137
constant found from orthogonality = 4.691137
term -x - y = -6.000000
term -2 ln(xy) = -4.158883
term 2/x_> = 0.500000
term 2(1-exp(x_<))/x_< = -6.389056
term 2 Ei(x_<) = 9.908469
bracket B = -1.448333
prefactor xy exp(-(x+y)/2)/4 = 0.099574 1/(Ry a0)
G'(1,2) closed form = -0.14421652 1/(Ry a0)
G'(1,2) from resolvent = -0.14421652 1/(Ry a0)
G'(1,2) converted = -0.02003057 1/(eV A)
largest resolvent difference = 5.6e-17 1/(Ry a0)
overlap at r = 1, part r' < r: 0.11283868 Ry^-1 a0^-1/2
overlap at r = 1, part r' > r: -0.11283868 Ry^-1 a0^-1/2
largest total overlap, six cases = 1.7e-16 Ry^-1 a0^-1/2
second-order energy for V = -2/r: -1.00000000 Ry
Test functions a = r exp(-0.7r), b = r^2 exp(-1.5r), r in a0
<a|G'|b> closed form = 0.00328609 (Rydberg atomic units)
<a|G'|b> sum over states = 0.00328609 (Rydberg atomic units)
Laguerre basis size = 30
Yukawa perturbation: mu = 2.0 1/a0, lambda = 0.010
density slope, closed form = -1.846574 (relative, per lambda)
density slope, diagonalization = -1.846574 (same unit)
relative density change, first order = -1.84657 percent
relative density change, direct = -1.83017 percent
remainder at lambda = 0.016404 percent
remainder at lambda/2 = 0.004112 percent
ratio of remainders = 3.990
```
